# The Third-Derivative Law of Low-Field Electroreflectance and Its Range

## Form of the answer

A static field \(F\) pulls apart the electron and hole that light creates in a semiconductor. Near a band extremum the pair energy is even in the wavevector measured from the extremum. If the optical matrix element is also constant, as assumed below, \(F\) and \(-F\) give the same spectrum, and the first change analytic in \(F\) is of order \(F^2\). Even bands alone do not ensure this. In a crystal without an inversion centre, such as a III–V compound, suitable directions of field and polarization allow a term linear in \(F\) (the Pockels effect). That term lies outside this model and exceeds the quadratic change at sufficiently weak fields.

Two quantities govern the motion: the force \(eF\), an energy per length, and \(\hbar^2/2\mu\), an energy times length squared, where \(\mu\) is the reduced mass along the field. The combination quadratic in \(F\) and free of length is

\[
(\hbar\theta)^3=\frac{e^2\hbar^2F^2}{2\mu}, \tag{1}
\]

an energy cubed. It must multiply something carrying three inverse energies. A third energy derivative of the zero-field spectrum has this form. Dimensions do not prove that it is the right quantity, and they do not give its coefficient or say which spectrum is differentiated.

## Assumptions and theorem

Let \(E=\hbar\omega\), with time dependence \(e^{-i\omega t}\), so that absorption means \(\operatorname{Im}\varepsilon>0\). The electron charge is \(-e\).

1. One critical point contributes, with \(E_{cv}(\mathbf k)=E_g+\sum_j\hbar^2k_j^2/2\mu_j\). The uniform field lies along a principal axis of mass \(\mu\). Masses may be negative.
2. The momentum matrix element \(p=\langle c|\hat{\mathbf e}\cdot\mathbf p|v\rangle\) is constant.
3. The pair is free: no Coulomb attraction, no confinement along \(F\), no field-induced tunnelling between bands.
4. The broadening \(\Gamma>0\) is independent of energy and field, and the resonant term alone is kept.

Write \(S(E,F)=E^2\varepsilon(E,F)\), \(S_0=S(E,0)\), \(\Delta S=S-S_0=E^2\Delta\varepsilon\), and

\[
K=\frac{e^2\hbar^2|p|^2}{\varepsilon_0m_0^2},\qquad
B=\frac{K}{2\pi}\left(\frac{2}{\hbar^2}\right)^{3/2}|\mu_1\mu_2\mu_3|^{1/2}.
\]

**Theorem.** Under these assumptions

\[
\Delta\varepsilon=\frac{(\hbar\theta)^3}{12E^2}\frac{\partial^3}{\partial E^3}\big[E^2\varepsilon(E,0)\big]+\frac{R}{E^2}, \tag{2}
\]

\[
|R|\le\frac{105}{64}\left(\frac{\hbar|\theta|}{\Gamma}\right)^3L,\qquad L=\frac{B(\hbar|\theta|)^3}{32\,\Gamma^{5/2}}. \tag{3}
\]

The derivative acts on \(E^2\varepsilon\), not on \(\varepsilon\) alone.

## Lemma 1: the zero-field spectrum

*Up to terms without a third derivative,*

\[
S_0=2K\int\!\frac{d^3k}{(2\pi)^3}\,\frac{1}{E_{cv}(\mathbf k)-E-i\Gamma}. \tag{4}
\]

*Proof.* Light with vector potential \(A\propto e^{-i\omega t}\) couples through \((e/m_0)A\,\hat{\mathbf e}\cdot\mathbf p\). The pair amplitude obeys

\[
i\hbar\,\partial_tc_{\mathbf k}=(E_{cv}-i\Gamma)c_{\mathbf k}+\frac{e}{m_0}pA .
\]

Since \(i\hbar\partial_t\to E\), the solution is \(c_{\mathbf k}=-(e/m_0)pA/(E_{cv}-E-i\Gamma)\). The current density in volume \(V\) is

\[
j=-\frac{e}{m_0V}\sum p^*c_{\mathbf k}=\frac{e^2|p|^2}{m_0^2V}\sum\frac{A}{E_{cv}-E-i\Gamma}.
\]

The optical field is \(\mathcal E=-\partial_tA=i\omega A\), and \(j=\partial_tP=-i\omega P\). Hence \(P=ij/\omega\) and \(A=\mathcal E/(i\omega)\), which together give \(P=(j/A)\,\mathcal E/\omega^2\). Insert this in \(\varepsilon=1+P/(\varepsilon_0\mathcal E)\), multiply by \(E^2=\hbar^2\omega^2\), and count two spins. The result is (4) plus \(E^2\) from the vacuum term. The diamagnetic current, proportional to \(A\), adds a constant. Both additions are independent of \(F\) and have zero third derivative. ∎

The integral (4) diverges at large \(k\), where the parabolic model no longer holds. The divergence is a constant and also drops out.

## Lemma 2: the field enters as a cubic phase

*With \(D(s)=2\int\frac{d^3k}{(2\pi)^3}e^{-iE_{cv}s/\hbar}\),*

\[
S(E,F)=\frac{iK}{\hbar}\int_0^\infty\!ds\,e^{i(E+i\Gamma)s/\hbar}D(s)\,e^{-i\theta^3s^3/12}. \tag{5}
\]

*Proof.* The force \(-e\mathbf F\) on the electron, and the opposite one on the hole, correspond to the potential \(+e\mathbf F\cdot\mathbf r\) in the relative coordinate \(\mathbf r=\mathbf r_e-\mathbf r_h\). For \(\psi(\mathbf r)=\int e^{i\mathbf k\cdot\mathbf r}c_{\mathbf k}\), integration by parts turns \(\mathbf r\psi\) into \(i\nabla_{\mathbf k}c\). Therefore

\[
i\hbar\,\partial_tc=(E_{cv}-i\Gamma)c+ie\mathbf F\cdot\nabla_{\mathbf k}c+\frac{e}{m_0}pA .
\]

Follow the amplitude backwards in time along \(f(s)=c(\mathbf k+e\mathbf Fs/\hbar,\,t-s)\). Then \(df/ds=(e\mathbf F/\hbar)\cdot\nabla_{\mathbf k}c-\partial_tc\), and the equation of motion gives

\[
\frac{df}{ds}=\frac i\hbar\left[\big(E_{cv}(\mathbf k+e\mathbf Fs/\hbar)-i\Gamma\big)f+\frac{e}{m_0}pA(t-s)\right].
\]

Multiply by \(g(s)=\exp\{-\frac i\hbar\int_0^s[E_{cv}(\mathbf k+e\mathbf Fs'/\hbar)-i\Gamma]ds'\}\). The term in \(f\) cancels and leaves \(d(gf)/ds=\frac{i}{\hbar}\frac{e}{m_0}p\,gA(t-s)\). Since \(|g|=e^{-\Gamma s/\hbar}\), \(gf\) vanishes at infinity. With \(A(t-s)=A(t)e^{i\omega s}\), integration from 0 to \(\infty\) yields

\[
c_{\mathbf k}=-\frac{ie\,pA}{\hbar m_0}\int_0^\infty\!ds\,e^{i(E+i\Gamma)s/\hbar}\exp\!\left[-\frac i\hbar\int_0^sE_{cv}(\mathbf k+e\mathbf Fs'/\hbar)\,ds'\right].
\]

The current needs the sum over \(\mathbf k\). Shift \(\mathbf k\to\mathbf k-e\mathbf Fs/2\hbar\) and put \(s'=u+s/2\), so that \(\mathbf k\) is the midpoint of the path. The term of \(E_{cv}\) linear in \(u\) integrates to zero, and

\[
\int_{-s/2}^{s/2}\!E_{cv}(\mathbf k+e\mathbf Fu/\hbar)\,du
=E_{cv}s+\frac{e^2F^2}{2\mu}\int_{-s/2}^{s/2}\!u^2du
=E_{cv}s+\frac{e^2F^2s^3}{24\mu}.
\]

Division by \(\hbar\) and \(\theta^3=e^2F^2/(2\mu\hbar)\) give the phase \(\theta^3s^3/12\). The steps of Lemma 1 from \(c\) to \(\varepsilon\) then give (5). A Gaussian cutoff in the midpoint wavevector, removed at the end, defines the \(\mathbf k\) integral. ∎

Here \(s\) is the time between creation of the pair by the light and its contribution to the current. Damping suppresses long times, but the cubic phase gives times beyond \(\hbar/\Gamma\) much of the weight. At the gap of a three-dimensional band minimum, the first-order change is weighted by \(s^{3/2}e^{-\Gamma s/\hbar}\), whose mean time is \(5\hbar/2\Gamma\). The field is surely weak there when the factor \(\frac{105}{64}(\hbar|\theta|/\Gamma)^3\) in (3) is much less than one.

## Proof of the theorem

Write \(e^{-ix}=1-ix+r(x)\) with \(x=\theta^3s^3/12\). The first term gives \(S_0\). For the second, \(\partial_E^3e^{iEs/\hbar}=(is/\hbar)^3e^{iEs/\hbar}=-i(s/\hbar)^3e^{iEs/\hbar}\), so \(s^3\) acts as \(i\hbar^3\partial_E^3\). Thus

\[
-\frac{i\theta^3s^3}{12}\;\longrightarrow\;-\frac{i\theta^3}{12}\,i\hbar^3\partial_E^3=+\frac{(\hbar\theta)^3}{12}\partial_E^3 ,
\]

which is the first term of (2).

For the remainder, integrating \(e^{-ix}\) twice gives \(|r|\le x^2/2\). Each Gaussian integral in \(D\) has magnitude \(|\mu_j/2\pi\hbar s|^{1/2}\), so \(|D|=2|\mu_1\mu_2\mu_3|^{1/2}(2\pi\hbar s)^{-3/2}\). In terms of \(B\),

\[
\frac{K|D(s)|}{\hbar}=\frac B2\sqrt{\frac\hbar\pi}\;s^{-3/2}.
\]

The factors \(s^3\) and \(s^6\) make the integrals converge at \(s=0\). Using \(\int_0^\infty x^{9/2}e^{-x}dx=945\sqrt\pi/32\),

\[
|R|\le\frac{\theta^6}{288}\,\frac B2\sqrt{\frac\hbar\pi}\int_0^\infty\!s^{9/2}e^{-\Gamma s/\hbar}ds
=\frac{945}{18432}\,\frac{B(\hbar\theta)^6}{\Gamma^{11/2}}
=\frac{105}{64}\left(\frac{\hbar|\theta|}\Gamma\right)^3L. \qquad ∎
\]

A negative mass along \(F\) makes \((\hbar\theta)^3\) negative, so the coefficient of the third derivative in (2) changes sign. Both mass signs were tested in one dimension, where the same phase argument holds. The change found by solving the pair's Schrödinger equation on a grid agreed with the law, built from the numerical third derivative of the grid's own zero-field spectrum, to 0.2% of the law's value.

## Corollary: an isotropic band minimum

Let all masses equal \(\mu>0\), \(a=\hbar^2/2\mu\) and \(\kappa=E_g-E-i\Gamma\). In (4), split

\[
\frac{k^2}{ak^2+\kappa}=\frac1a-\frac{\kappa}{a(ak^2+\kappa)},\qquad \int_0^\infty\frac{dk}{ak^2+\kappa}=\frac{\pi}{2\sqrt{a\kappa}} .
\]

The first part gives the cutoff constant. With \(d^3k/(2\pi)^3\to k^2dk/2\pi^2\), the second gives

\[
S_0=\text{const}-\frac{K}{\pi^2}\,\frac{\kappa}{a}\,\frac{\pi}{2\sqrt{a\kappa}}=\text{const}-B\sqrt\kappa,\qquad B=\frac{K}{2\pi a^{3/2}}.
\]

Because \(d\kappa/dE=-1\), \(\partial_E^3\sqrt\kappa=-\frac38\kappa^{-5/2}\), and the law becomes

\[
\Delta\varepsilon\simeq\frac{B(\hbar\theta)^3}{32E^2}\,\kappa^{-5/2}. \tag{6}
\]

The quantity \(L\) in (3) is therefore the peak of \(E^2|\Delta\varepsilon|\) in this law, reached at the gap. Put \(\kappa=|\kappa|e^{-i\phi}\), where \(\phi\) runs from 0 far below the gap to \(\pi\) far above. Then \(\operatorname{Im}\Delta\varepsilon\propto\sin(5\phi/2)\): absorption rises for \(\phi<2\pi/5\), falls up to \(4\pi/5\), and rises again beyond.

**Next order.** The next term of the expansion is \(\frac12[(\hbar\theta)^3/12]^2\partial_E^6S_0\). Since \(\partial_E^6(-B\sqrt\kappa)=\frac{945}{64}B\kappa^{-11/2}\), its ratio to the leading term is

\[
\frac{(\hbar\theta)^3}{24}\,\frac{945/64}{3/8}\,\kappa^{-3}=\frac{105}{64}\left(\frac{\hbar\theta}{\kappa}\right)^3. \tag{7}
\]

At the gap \(\kappa^{-3}=-i\Gamma^{-3}\). The first correction there rotates the phase of \(\Delta\varepsilon\) and leaves its magnitude unchanged to that order.

## All fields, and the strong-field limit

The sum of \(c_{\mathbf k}\) is \(\psi(\mathbf r=0)\), and a source constant in \(\mathbf k\) is a delta function at \(\mathbf r=0\). Hence \(S\) equals \(2K\) times the resolvent of the relative motion at the origin. Along the field,

\[
(-a\,\partial_z^2+eFz+\kappa)G=\delta(z).
\]

With \(F>0\) and \(\xi(z)=(eFz+\kappa)/\hbar\theta\), the identity \(a(eF/\hbar\theta)^2=\hbar\theta\) reduces this to \(G''=\xi G\) away from the source. The solution decaying for \(z\to+\infty\) is \(\mathrm{Ai}\). The one decaying for \(z\to-\infty\), where \(\operatorname{Im}\xi<0\), is \(C=\mathrm{Bi}+i\,\mathrm{Ai}\). The jump \(-1/a\) of \(dG/dz\) and the Wronskian \(\mathrm{Ai}\,C'-\mathrm{Ai}'C=1/\pi\) fix

\[
G(0,0)=\frac{\pi\hbar\theta}{aeF}\,\mathrm{Ai}(\xi)C(\xi),\qquad \xi=\kappa/\hbar\theta .
\]

Transverse motion adds an energy \(w\ge0\) to \(\kappa\), with density of states \(1/(4\pi a)\) per area. At zero field \(\mathrm{Ai}\,C\) is replaced by its large-\(\xi\) form \(1/(2\pi\sqrt\xi)\). Since \((\xi\mathrm{Ai}\,C-\mathrm{Ai}'C')'=\mathrm{Ai}\,C\),

\[
\int_\xi^\infty\!\left[\mathrm{Ai}\,C-\frac{1}{2\pi\sqrt{x}}\right]dx=\mathrm{Ai}'C'-\xi\,\mathrm{Ai}\,C+\frac{\sqrt\xi}{\pi}.
\]

The prefactor is \(2K\cdot\frac{\hbar\theta}{4\pi a}\cdot\frac{\pi\hbar\theta}{aeF}=\frac{K(\hbar\theta)^2}{2a^2eF}\). With \(eF=(\hbar\theta)^{3/2}/\sqrt a\) it equals \(\pi B\sqrt{\hbar\theta}\), so

\[
E^2\Delta\varepsilon=B\sqrt{\hbar\theta}\,\Big\{\pi\big[\mathrm{Ai}'(\xi)C'(\xi)-\xi\,\mathrm{Ai}(\xi)C(\xi)\big]+\sqrt\xi\Big\}. \tag{8}
\]

This was tested against the time integral and against grid solutions integrated over \(w\).

For \(\hbar\theta\gg\Gamma\) at the gap, \(\xi\to0\) and the braces tend to the constant \(\pi\mathrm{Ai}'(0)C'(0)\). The change then grows as \(\sqrt{\hbar\theta}\propto F^{1/3}\), far more slowly than \(F^2\). This is a mathematical limit, approached slowly: near \(\hbar\theta=10\,\Gamma\) the local power of \(F\) is still about 0.6. For the parameters of the example below, that already needs about \(10^8\) V/m, beyond the breakdown field of such a semiconductor.

## Worked example

Take round model parameters: \(E_g=0.8\) eV, \(\mu=0.05\,m_0\), \(\Gamma=20\) meV, \(2|p|^2/m_0=10\) eV, a real background index \(n=3.5\), and \(F=5\times10^5\) V/m \(=5\times10^{-4}\) V/nm. Then \(a=0.7620\) eV nm² and \(K=6.894\) eV³ nm³, so

\[
B=\frac{6.894}{2\pi(0.7620)^{3/2}}=1.650\ \text{eV}^{3/2},
\]
\[
(\hbar\theta)^3=0.7620\,(5\times10^{-4})^2=1.905\times10^{-7}\ \text{eV}^3 .
\]

Hence \(\hbar\theta=5.75\) meV and \(\hbar\theta/\Gamma=0.288\). The bound (3) is 3.9% of the peak of the law.

At \(E=0.78\) eV, \(\kappa=0.02(1-i)\) eV, so \(|\kappa|^{5/2}=1.345\times10^{-4}\) eV\(^{5/2}\) and \(\phi=\pi/4\):

\[
\Delta\varepsilon=\frac{1.650\times1.905\times10^{-7}}{32\,(0.78)^2\times1.345\times10^{-4}}\,e^{5\pi i/8}
=(-0.46+1.11i)\times10^{-4}.
\]

The all-field value is \((-0.46+1.09i)\times10^{-4}\). At 20 meV above the gap \(\phi=3\pi/4<4\pi/5\), and \(\operatorname{Im}\Delta\varepsilon=-0.42\times10^{-4}\). At 40 meV above, \(\phi\) has passed \(4\pi/5\) and the sign is positive again, \(+0.13\times10^{-4}\).

For the refractive index and absorption of this free-pair model, \(\varepsilon=\tilde n^2\) gives \(\Delta\tilde n=\Delta\varepsilon/2n\) when the background is nearly real. The index change is \(-0.459\times10^{-4}/7=-6.6\times10^{-6}\); the imaginary part of \(\varepsilon\), neglected here, alters it by about 2%. The absorption coefficient is \(\alpha=\omega\operatorname{Im}\varepsilon/(nc)\), so its relative change is \(1.108\times10^{-4}/0.1745=6.4\times10^{-4}\), or 1.25 cm⁻¹ out of 1971 cm⁻¹. That large absorption below the gap is the tail of the Lorentzian broadening assumed here, summed over an unbounded parabolic band. The omitted nonresonant term would lower it by about 12%, so the relative change is only indicative.

These numbers illustrate the law for free pairs and are not estimates for a real device. With the same mass and index, the electron-hole attraction gives an exciton binding energy \(E_x=13.6\ \text{eV}\times0.05/3.5^4=4.5\) meV. To first order in \(\sqrt{E_x}\) the attraction adds \(-B\sqrt{E_x}\,\ln\kappa\) to \(S_0\). At the gap the third derivative of this term is \(\frac{16}{3}\sqrt{E_x/\Gamma}\approx2.5\) times that of the free pair in magnitude, so the attraction cannot be neglected even though \(E_x<\Gamma\), and first order is too crude to give the size of its effect.

At the gap, the law and the all-field solution compare as follows.

| \(F\) (V/m) | \(\lvert\Delta\varepsilon\rvert\), law | \(\lvert\Delta\varepsilon\rvert\), all-field | complex error / law |
|---|---|---|---|
| \(5\times10^5\) | \(2.71\times10^{-4}\) | \(2.70\times10^{-4}\) | 3.8% |
| \(2\times10^6\) | \(4.34\times10^{-3}\) | \(3.59\times10^{-3}\) | 30% |
| \(1\times10^7\) | 0.109 | 0.032 | 80% |

In the first row the magnitudes differ by only 0.5% although the complex error is 3.8%, as the phase rotation in (7) requires. In the last row \(\hbar\theta=42\) meV exceeds \(\Gamma\), and the law overestimates the change by a factor of 3.4. From the second row to the last, \(F^2\) grows 25-fold but the all-field change only 9-fold. Within this model such a field needs (8). In a real semiconductor with this gap, avalanche breakdown is expected at a few times \(10^7\) V/m, so such a field can be reached in a reverse-biased junction, and the low-field law should not be used there.

## Where the law changes or fails

**The weight \(E^2\).** Differentiating the product gives \(E^2\partial_E^3(S_0/E^2)=S_0'''-6S_0''/E+18S_0'/E^2-24S_0/E^3\). For \(S_0=-B\sqrt\kappa\), \(S_0''/S_0'''=2\kappa/3\), so, to first order in \(|\kappa|/E\), using \(\varepsilon'''\) alone makes a relative error of \(4|\kappa|/E\). At the gap this estimate is 10%, and the computed error is 10.2% with the constant in \(S_0\) set to zero. The simpler form \(\Delta\varepsilon\simeq(\hbar\theta)^3\varepsilon'''/12\) thus needs \(|\kappa|\ll E/4\) and a smooth background in \(\varepsilon\) whose third derivative is negligible beside that of the critical point.

**The nonresonant term.** Since \(\varepsilon(-\omega)=\varepsilon^*(\omega)\), the omitted term is the resonant one at \(-E\), conjugated. Three derivatives with respect to \(-E\) reverse the sign, so this term obeys (2) with a minus sign. At the gap its change is \(1.8\times10^{-5}\) of the resonant one.

**Bound pairs.** The cubic phase comes from free acceleration. A bound pair is polarized instead: its level shifts by an amount proportional to \(F^2\), which multiplies a first derivative of the line, and its strength changes slightly. In a one-dimensional test, a short-range well of depth \(20\Gamma\) bound the pair at \(-15.9\Gamma\). The true change at resonance was 0.036 of what the third-derivative law gives. Excitons lie outside the theorem, which assumes free pairs. When \(\Gamma\) is far below the binding energy, the level shift changes the spectrum at the line centre in proportion to \(\Gamma^{-2}\), whereas the law gives \(\Gamma^{-4}\). The law then overestimates the change more and more as the line narrows. Quantum wells with the field across the layers also lie outside the theorem. In weak fields their relative departure from the law does not depend on \(F\). It is set by the well width compared with \(\sqrt{\hbar^2/2\mu\Gamma}\), about 6 nm in the example, and the law is recovered only for wells many times wider than this length.

The remaining values are in the numerical output.

## Computed results

```
free pair, grid: largest |change/law - 1| = 2.1e-03
bound pair: level = -15.91 Gamma (well depth 20 Gamma)
bound pair at resonance: |change/law| = 0.036
hbar theta = 0.1 Gamma, at gap: relative error = 1.640e-03
gap = 0.8 eV, Gamma = 20 meV, mu = 0.05 m0
2|p|^2/m0 = 10.0 eV, index = 3.5, F = 5.0e+05 V/m
hbar^2/(2 mu) = 0.7620 eV nm^2
K = 6.8942 eV^3 nm^3
B = 1.6496 eV^(3/2)
(hbar theta)^3 = 1.9050e-07 eV^3
hbar theta = 5.754 meV
hbar theta/Gamma = 0.2877
error bound, share of peak law = 0.0391
E-gap (meV): law Re, Im; all-field Re, Im of change (1e-4)
  -40: +0.1609, +0.3684; +0.1597, +0.3692
  -20: -0.4591, +1.1084; -0.4646, +1.0935
  +0: -1.9180, -1.9180; -1.9780, -1.8357
  +20: +1.0029, -0.4154; +1.0168, -0.4087
  +40: +0.3016, +0.1317; +0.3009, +0.1326
at 0.78 eV: zero-field Im eps = 0.1745
  zero-field absorption = 1970.8 1/cm
  law: absorption change = 1.252 1/cm
  law: index change = -6.559e-06
at gap, F (V/m): hbar theta (meV), |law|, |all-field|, |all/law-1|
  2.5e+05: 3.62, 6.781e-05, 6.779e-05, 0.0097
  5.0e+05: 5.75, 2.712e-04, 2.699e-04, 0.0376
  1.0e+06: 9.13, 1.085e-03, 1.039e-03, 0.1241
  2.0e+06: 14.50, 4.340e-03, 3.590e-03, 0.3032
  1.0e+07: 42.40, 1.085e-01, 3.222e-02, 0.7979
E^2 weight dropped (singular part only): error = 0.1021
estimate 4 Gamma/gap = 0.1000
nonresonant/resonant change at gap = 1.76e-05
```
